\section*{Can an interferometer see the sign of a full spinor turn?}

\section*{Question}

Rotating a spin-1/2 state through $2\pi$ turns $\psi$ into $-\psi$. But $\psi$ and $-\psi$ are the same physical state: every expectation value contains the state twice, so the sign cancels. I therefore concluded that the minus sign is a feature of the notation and that no experiment can show it.

Now I am told to split a neutron beam, put a magnetic field on one arm, and watch the intensity behind the interferometer as the field is raised. Can the sign show up there, and if so, why does my argument fail? How should the intensity depend on the field? Take a wavelength of $0.18\,$nm and a field region $2\,$cm long.

\section*{Answer}

Your argument is correct for a sign that multiplies the whole state. In the interferometer the sign multiplies one part of a superposition. The states $\psi_0+\psi_1$ and $-\psi_0+\psi_1$ are not multiples of each other in general, and a measurement that recombines the parts can tell them apart. To find what it shows, we need the rotation operator, the intensity at the exit, and the relation between angle and field.

\subsection*{What a rotation does to the spinor and to the spin vector}

Let $\mathbf n$ be a unit vector and $\sigma_n=\mathbf n\cdot\boldsymbol\sigma$. A rotation through $\alpha$ about $\mathbf n$ acts on spinors as $U(\alpha)=e^{-i\alpha\sigma_n/2}$. The Pauli matrices obey $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$. In $\sigma_n^2=n_in_j\sigma_i\sigma_j$ the antisymmetric part cancels against the symmetric product $n_in_j$, so $\sigma_n^2=1$. Even powers in the exponential series are then proportional to $1$ and odd powers to $\sigma_n$, and
\begin{equation}
U(\alpha)=\cos\frac{\alpha}{2}-i\sigma_n\sin\frac{\alpha}{2}.
\label{U}
\end{equation}
Hence $U(2\pi)=-1$ and $U(4\pi)=+1$.

The spin vector behaves differently. Take $\mathbf n$ along $z$ and write $c=\cos(\alpha/2)$, $s=\sin(\alpha/2)$. With $[\sigma_z,\sigma_x]=2i\sigma_y$ and $\sigma_z\sigma_x\sigma_z=-\sigma_x$,
\begin{align}
U^\dagger\sigma_xU&=(c+is\sigma_z)\sigma_x(c-is\sigma_z)\nonumber\\
&=c^2\sigma_x+isc[\sigma_z,\sigma_x]+s^2\sigma_z\sigma_x\sigma_z\nonumber\\
&=(c^2-s^2)\sigma_x-2sc\,\sigma_y
=\cos\alpha\,\sigma_x-\sin\alpha\,\sigma_y .
\label{spin}
\end{align}
A spin initially along $x$ therefore has $x$ component $\cos\alpha$ afterwards. It is back after $2\pi$. The half angles have combined into whole angles because $U$ occurs twice; replacing $U$ by $-U$ changes nothing in \eqref{spin}. This is your cancellation, and it holds for any spin measurement made on one beam alone.

There is a geometric way to say this. The four real numbers $(\cos(\alpha/2),\mathbf n\sin(\alpha/2))$ in \eqref{U} form a unit vector, a point on a sphere in four dimensions. As $\alpha$ runs from $0$ to $2\pi$, this point goes halfway round a great circle, to the opposite point. Opposite points give the same rotation of the spin vector, but they are different operators on the spinor.

\subsection*{The intensity when one arm is rotated}

Label the arms $0$ and $1$. Assume lossless 50/50 splitters that do not act on spin, and choose phases such that each splitter is
\begin{equation}
S=\frac1{\sqrt2}\begin{pmatrix}1&1\\1&-1\end{pmatrix}.
\end{equation}
Arm $0$ contains the field; arm $1$ has an adjustable phase $\chi$. For a particle entering in path $0$ with spin state $|s\rangle$, the state before the second splitter is
\begin{equation}
\frac1{\sqrt2}\left(|0\rangle U|s\rangle+|1\rangle e^{i\chi}|s\rangle\right).
\end{equation}
The second splitter adds the two parts in exit port $0$, with another factor $1/\sqrt2$. The spin operator for that port is thus $A=(U+e^{i\chi})/2$. In port $1$ the parts are subtracted.

The incident spin may be pure or mixed, so describe it by $\rho=(1+\mathbf P\cdot\boldsymbol\sigma)/2$ with polarization $|\mathbf P|\le1$. The fraction of the incident beam leaving through port $0$ is $I=\mathrm{Tr}(\rho A^\dagger A)$. Because $U^\dagger U=1$,
\begin{equation}
A^\dagger A=\frac14\left(2+e^{-i\chi}U+e^{i\chi}U^\dagger\right).
\end{equation}
Since $\rho$ is Hermitian, $\mathrm{Tr}(\rho U^\dagger)$ is the complex conjugate of $\mathrm{Tr}(\rho U)$. The last two terms therefore add to twice a real part:
\begin{equation}
I=\frac12\left[1+\mathrm{Re}\left(e^{-i\chi}\,\mathrm{Tr}(\rho U)\right)\right].
\label{trace}
\end{equation}
Here $U$ occurs once, not twice. That is where your argument stops applying: the interference term is a product of an amplitude with $U$ and an amplitude without it.

For the trace, use $\mathrm{Tr}\,\sigma_i=0$ and $\mathrm{Tr}(\sigma_i\sigma_j)=2\delta_{ij}$. With $P_n=\mathbf P\cdot\mathbf n$,
\begin{equation}
\mathrm{Tr}(\rho U)=\cos\frac\alpha2-iP_n\sin\frac\alpha2 .
\label{z}
\end{equation}
Multiplying by $e^{-i\chi}=\cos\chi-i\sin\chi$, the product of the two imaginary parts contributes $(-i)^2=-1$, so
\begin{equation}
I=\frac12\left[1+\cos\chi\cos\frac\alpha2-P_n\sin\chi\sin\frac\alpha2\right].
\label{I}
\end{equation}

Adding $2\pi$ to $\alpha$ reverses both interference terms; adding $4\pi$ restores them. As a function of $\alpha$ their sum is a sinusoid in $\alpha/2$, whose smallest period is $4\pi$ unless its amplitude is zero. Zero amplitude requires both $\cos\chi=0$ and $P_n=0$. An unpolarized beam at $\chi=\pi/2$ thus gives $I=1/2$ at every field: the sign is observable, but not at that setting.

\subsection*{Contrast, and what happens at half a turn}

Suppose you hold the field fixed and scan $\chi$. Write $\mathrm{Tr}(\rho U)=Ve^{i\theta}$ with $V\ge0$. Equation \eqref{trace} becomes $I=[1+V\cos(\chi-\theta)]/2$, so the visibility, $(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$, is
\begin{equation}
V=\sqrt{\cos^2\frac\alpha2+P_n^2\sin^2\frac\alpha2}.
\end{equation}

At $\alpha=2\pi$ it equals one for any polarization, and the fringe is $I=(1-\cos\chi)/2$: full contrast, inverted. At $\alpha=\pi$ it is $|P_n|$. For a beam fully polarized perpendicular to the field, the spins in the two arms are then opposite, hence orthogonal, and there is no interference.

An unpolarized beam also has zero visibility at $\alpha=\pi$. It can be treated as equal parts with $P_n=+1$ and $P_n=-1$, for which \eqref{I} gives
\begin{equation}
I_\pm=\frac12\left[1+\cos\left(\chi\pm\frac\alpha2\right)\right].
\end{equation}
At $\alpha=\pi$ these fringes are displaced by a quarter period in opposite directions and their oscillations cancel. At $\alpha=2\pi$ they are displaced by half a period in opposite directions, which is the same displacement, and they add fully.

\subsection*{Which rotation is being observed?}

It is the relative one. If both arms undergo the same $U$, the port operator is $U(1+e^{i\chi})/2$. Then $U^\dagger U=1$ removes the rotation, leaving $I=(1+\cos\chi)/2$. At $\chi=0$ the port stays fully bright even if both arms are turned by $2\pi$. If the arms are turned through $\alpha_0$ and $\alpha_1$ about the same axis, the cross term contains
\begin{equation}
U(\alpha_1)^\dagger U(\alpha_0)=e^{-i(\alpha_0-\alpha_1)\sigma_n/2},
\end{equation}
so $\alpha$ in \eqref{I} is replaced by $\alpha_0-\alpha_1$. A field common to both arms therefore drops out if it is parallel to $\mathbf n$ and acts for equal times in the two arms, since it then adds the same angle to $\alpha_0$ and $\alpha_1$. A common field in another direction need not cancel, because rotations about different axes do not commute in general.

One dark reading would not by itself establish a $2\pi$ rotation. A spin-independent phase $\pi$ in one arm would also make the port dark. More generally, an extra factor $e^{-i\delta}$ multiplying $U$ replaces $\chi$ by $\chi+\delta$ in \eqref{I}. A constant $\delta$ can be absorbed in $\chi$, but a field-dependent one would alter the fringe. I assume that there is none. The rotation angle can be determined separately: block the other arm, send in a transversely polarized beam, and follow its spin component $\cos\alpha$ as the field rises from zero. This identifies the first complete turn. The interferometer then shows what that turn did to the relative amplitude.

\subsection*{From rotation angle to magnetic field}

The neutron's magnetic moment is opposite to its spin. With $|\mu|$ the magnitude of the moment and $\mathbf B=B\mathbf n$, the Zeeman Hamiltonian is
\begin{equation}
H=-\boldsymbol\mu\cdot\mathbf B=+|\mu|B\sigma_n.
\end{equation}
After a time $t$ the evolution operator is $e^{-i|\mu|Bt\sigma_n/\hbar}$. Comparison with $e^{-i\alpha\sigma_n/2}$ gives
\begin{equation}
\alpha=|\gamma|Bt=\frac{|\gamma|BL}{v},\qquad
|\gamma|=\frac{2|\mu|}{\hbar},\qquad
v=\frac{h}{m\lambda},
\label{angle}
\end{equation}
where $L$ is the field length, $m$ the neutron mass and $\lambda$ the wavelength. If the strength varies along the path but the direction does not, the Hamiltonians at different times commute and their exponents add; $BL$ is then replaced by $\int B\,dx$. If the direction varies, the rotations need not commute and this simple sum is not generally valid.

Using a transit time assumes that the field hardly changes the motion. The stationary wave picture shows how good this is. Spin up and spin down along $\mathbf B$ meet potentials $+|\mu|B$ and $-|\mu|B$. Let $k=2\pi/\lambda$, $E=\hbar^2k^2/(2m)$ and $\varepsilon=|\mu|B/E$. Energy conservation gives the wave numbers in the field,
\begin{equation}
q_\pm=k\sqrt{1\mp\varepsilon}
=k\left(1\mp\frac{\varepsilon}{2}-\frac{\varepsilon^2}{8}+\cdots\right).
\end{equation}
To first order the extra phases are
\begin{equation}
(q_\pm-k)L\simeq\mp\frac{kL|\mu|B}{2E}
=\mp\frac{m|\mu|BL}{\hbar^2k}
=\mp\frac{|\mu|BL}{\hbar v}
=\mp\frac\alpha2,
\end{equation}
where $v=\hbar k/m$ was used. These are the phases that $U$ gives to the two spin components. The next term is smaller than the first by a factor $\varepsilon/4$. Reflection at a sharp field edge has amplitude $(k-q_\pm)/(k+q_\pm)\simeq\pm\varepsilon/4$, which is equally small.

\subsection*{The fringe for your neutron beam}

SI units are the natural choice here. The moment is $|\mu|=9.6624\times10^{-27}\,$J/T, so $|\gamma|=2|\mu|/\hbar=1.8325\times10^8\,$rad/(s\,T). For $\lambda=0.18\,$nm the speed is $v=h/(m\lambda)=2197.8\,$m/s, and the time in the field is
\begin{equation}
t=\frac{0.0200\ \mathrm m}{2197.8\ \mathrm{m/s}}=9.100\ \mu\mathrm s.
\end{equation}
The angle per unit field is $|\gamma|t=1.6676\,$rad/mT. One and two complete turns therefore need
\begin{equation}
B_{2\pi}=\frac{2\pi}{1.6676\ \mathrm{rad/mT}}=3.768\ \mathrm{mT},
\qquad B_{4\pi}=2B_{2\pi}=7.536\ \mathrm{mT}.
\end{equation}
The second field is $75.36\,$gauss. The kinetic energy is $25.25\,$meV, and at $B_{4\pi}$ the ratio $\varepsilon$ is $1.8\times10^{-8}$, so the corrections from the wave picture are negligible here.

For an unpolarized beam and $\chi=0$, equation \eqref{I} reduces to
\begin{equation}
I=\frac12\left(1+\cos\frac\alpha2\right)=\cos^2\frac\alpha4
=\cos^2\left(\frac{|\gamma|BL}{4v}\right).
\label{fringe}
\end{equation}
At $3\,$mT, for instance, $\alpha=3\times1.6676=5.003\,$rad and $I=\cos^2(1.251)=0.099$.

A real beam has a range of wavelengths. Suppose that these are Gaussian about $\lambda_0$ with relative standard deviation $s$, and that $\chi=0$ for all of them. Slower neutrons stay longer in the field: by \eqref{angle}, $\alpha$ is proportional to $\lambda$. Thus $\alpha=\alpha_0(1+su)$, where $u$ is a standard normal variable. Completing the square in the Gaussian integral gives $\langle e^{iau}\rangle=e^{-a^2/2}$. With $a=s\alpha_0/2$,
\begin{equation}
\left\langle\cos\frac\alpha2\right\rangle
=\mathrm{Re}\left(e^{i\alpha_0/2}\langle e^{iau}\rangle\right)
=e^{-s^2\alpha_0^2/8}\cos\frac{\alpha_0}{2},
\end{equation}
and therefore
\begin{equation}
\bar I=\frac12\left[1+e^{-s^2\alpha_0^2/8}\cos\frac{\alpha_0}{2}\right].
\label{spread}
\end{equation}

The table gives $I$ for one wavelength, $\bar I$ for $s=0.02$, and the transverse spin component $\cos\alpha$ of the separate polarized beam, also for one wavelength.

\begin{center}
\begin{tabular}{ccccc}
$B$ (mT) & $\alpha/\pi$ & $I$ & $\bar I$ & $\cos\alpha$\\
\hline
0 & 0.000 & 1.0000 & 1.0000 & 1.0000\\
1 & 0.531 & 0.8360 & 0.8360 & $-0.0966$\\
2 & 1.062 & 0.4517 & 0.4517 & $-0.9813$\\
3 & 1.592 & 0.0990 & 0.0995 & 0.2862\\
4 & 2.123 & 0.0093 & 0.0104 & 0.9260\\
5 & 2.654 & 0.2414 & 0.2423 & $-0.4651$\\
6 & 3.185 & 0.6431 & 0.6424 & $-0.8362$\\
7 & 3.716 & 0.9509 & 0.9479 & 0.6267\\
8 & 4.246 & 0.9630 & 0.9589 & 0.7151
\end{tabular}
\end{center}

Look at $4\,$mT, just beyond one turn. The spin component has recovered to $0.926$, yet less than one per cent of the monochromatic beam leaves through port $0$. At $B_{2\pi}$ itself the spin is fully restored and the port is dark; the neutrons leave through port $1$. At $B_{4\pi}$ the spin is restored again and port $0$ is bright.

With the wavelength spread, the intensity is $0.0010$ at $B_{2\pi}$ and $0.9961$ at $B_{4\pi}$. The $4\pi$ periodicity belongs to each wavelength separately; their average is a damped oscillation. The damping exponent in \eqref{spread} reaches one at $\alpha_0=\sqrt8/s\simeq141\,$rad, about eleven periods of $4\pi$, so the first inversion is hardly affected. These numbers assume an otherwise ideal interferometer. Unequal amplitudes in the two parts, misalignment or vibration also lower the contrast, so the port of a real instrument need not become this dark. If the loss only multiplies the interference term $\cos(\alpha/2)$ in \eqref{fringe} by a positive constant, the fringe is shallower but its maxima and minima stay at the same fields.

\subsection*{Would any spin show this?}

No. For an unpolarized beam of spin $j$, the rotation is diagonal in the spin component $m_j$ along $\mathbf n$, and \eqref{trace} contains
\begin{equation}
D_j(\alpha)=\frac1{2j+1}\sum_{m_j=-j}^{j}e^{-im_j\alpha}.
\end{equation}
This is real because $m_j$ and $-m_j$ occur in pairs, so $I=[1+D_j(\alpha)\cos\chi]/2$. Adding $2\pi$ to $\alpha$ multiplies each term by $e^{-2\pi im_j}=(-1)^{2j}$, since $m_j$ differs from $j$ by an integer. For spin 1, $D_1=(1+2\cos\alpha)/3$: a full turn restores the fringe without inversion. The inversion after $2\pi$ is thus a property of half-integer spin, made visible by a reference arm that did not make the turn.

Numbers in the example were calculated in double precision.
